**Image-charge shift of a Fang-Howard subband**

The program tests ΔE = b(κs − κox)/[8κs(κs + κox)], where b is the Fang-Howard parameter and κs and κox are the relative permittivities of silicon and oxide. It asserts that the work done against the force of the induced interface charge reproduces the image energy, and that this force vanishes for equal permittivities and reverses for an insulator of permittivity 22. It also asserts that minimizing an energy built from numerical integrals reproduces b, and that the first-order responses of the energy per electron and of the subband edge follow their separate formulas. For the example, the output gives b = 0.0998 Å⁻¹ and a shift of 0.00768 eV at fixed Hartree potential. A self-consistent finite-difference solution gives a first-order shift of 0.00742 eV, and full shifts of 0.00668 eV with frozen charge and 0.00893 eV with relaxed charge. With a metal gate, the image shift changes sign at an oxide thickness of 21.5 Å for the same b. Bare exchange at the band bottom is −0.0256 eV, larger in magnitude than the image shift.

## Numerical check

```python
# Result under test: for psi = sqrt(b^3/2) z exp(-b z/2) in silicon (z > 0),
# the first-order image shift at fixed Hartree potential is
#     dE = b (ks - kox) / (8 ks (ks + kox)),
# positive when ks > kox and the gate is far away.
# ks, kox: relative permittivities of silicon and oxide; b: inverse length.
# Ns, Nd: inversion and depletion sheet densities; mz: mass normal to interface.
# Internal units are atomic units. Material parameters are rough typical values.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar, brentq

ANG = sc.physical_constants['Bohr radius'][0] * 1e10
EV = sc.physical_constants['Hartree energy in eV'][0]
KB = sc.k / sc.e / EV
CM2 = (ANG * 1e-8)**2
MVCM = EV / ANG * 100

ks, kox, k_high = 11.7, 3.9, 22.0
mz, mt, m_ox = 0.92, 0.19, 0.5
Ns_cm, Nd_cm = 1e12, 1e11
Ns, Nd = Ns_cm * CM2, Nd_cm * CM2
t_ox = 1000 / ANG
barrier = 3.1 / EV
T_low, T_room = 4.2, 300.0


def close(a, c, rel):
    return abs(a - c) <= rel * abs(c)


# Image energy from interface charge and mechanical work
def surface_charge(rho, z0, k1, k2):
    source = -z0 / (k1 * (rho**2 + z0**2)**1.5)
    e_plus, e_minus = np.linalg.solve([[k1, -k2], [0.5, 0.5]], [0, source])
    return (e_plus - e_minus) / (4 * np.pi)


def force(z0, k1, k2):
    def ring(s):
        rho = s * z0
        return (2*np.pi*rho * surface_charge(rho, z0, k1, k2)
                * z0 / (rho**2 + z0**2)**1.5 * z0)
    return quad(ring, 0, np.inf)[0]


def work(z0, k1, k2):
    return quad(lambda z: force(z, k1, k2), z0, np.inf)[0]


def image_coefficient(k1, k2):
    return (k1 - k2) / (4 * k1 * (k1 + k2))


g0 = image_coefficient(ks, kox)
work_one = work(1.0, ks, kox)
assert close(work_one, g0, 1e-5)
assert close(work(2.5, ks, kox), g0 / 2.5, 1e-5)
assert surface_charge(1.0, 1.0, ks, kox) > 0
assert abs(force(1.0, ks, ks)) < 1e-12
assert force(1.0, ks, k_high) < 0
assert close(work(1.0, ks, k_high), image_coefficient(ks, k_high), 1e-5)

# Fang-Howard parameter and first-order shift
N_star = Nd + 11 * Ns / 32
b = (48 * np.pi * mz * N_star / ks)**(1/3)
shift = b * (ks - kox) / (8 * ks * (ks + kox))


def density(z):
    return b**3 / 2 * z**2 * np.exp(-b * z)


norm = quad(density, 0, 60/b)[0]
mean_z = quad(lambda z: z * density(z), 0, 60/b)[0]
inverse_z = quad(lambda z: b**3/2 * z * np.exp(-b*z), 0, 60/b)[0]
assert close(norm, 1, 1e-8) and close(mean_z, 3/b, 1e-8)
assert close(work_one * inverse_z, shift, 1e-5)


def trial_terms(beta):
    z = np.linspace(0, 60/beta, 6001)
    psi = np.sqrt(beta**3/2) * z * np.exp(-beta*z/2)
    n = psi**2
    kinetic = trapezoid(np.gradient(psi, z, edge_order=2)**2, z) / (2*mz)
    inside = cumulative_trapezoid(n, z, initial=0)
    v_el = cumulative_trapezoid(4*np.pi*Ns/ks*(1-inside), z, initial=0)
    v_dep = 4*np.pi*Nd/ks * trapezoid(n*z, z)
    inv = trapezoid(np.r_[0, n[1:]/z[1:]], z)
    return kinetic, v_dep, trapezoid(n*v_el, z), g0*inv


def optimum(strength):
    def energy(beta):
        kin, dep, el, image = trial_terms(beta)
        return kin + dep + el/2 + strength*image
    fit = minimize_scalar(energy, bounds=(0.3*b, 2*b), method='bounded',
                          options={'xatol': 1e-11})
    kin, dep, el, image = trial_terms(fit.x)
    return fit.x, fit.fun, kin + dep + el + strength*image


kin, dep, el, _ = trial_terms(b)
assert close(kin, b**2/(8*mz), 1e-4)
assert close(dep, 12*np.pi*Nd/(ks*b), 1e-4)
assert close(el, 4*np.pi*Ns/ks * 33/(16*b), 1e-4)
b_free, e_free, edge_free = optimum(0)
b_image, e_image, edge_image = optimum(1)
assert close(b_free, b, 1e-4)
lam = 0.01
plus, minus = optimum(lam), optimum(-lam)
energy_slope = (plus[1] - minus[1]) / (2*lam)
edge_slope = (plus[2] - minus[2]) / (2*lam)
relax_factor = 1 + 11*Ns/(96*N_star)
assert close(energy_slope, shift, 1e-3)
assert close(edge_slope, shift*relax_factor, 2e-3)
assert e_image - e_free < shift

# Numerical one-subband Schroedinger-Poisson solution
h = 0.25
z = np.arange(4801) * h
v_image = np.r_[0, g0/z[1:]]


def levels(v, mass, count):
    diag = 1/(mass*h*h) + v[1:]
    off = np.full(len(diag)-1, -1/(2*mass*h*h))
    e, vec = eigh_tridiagonal(diag, off, select='i',
                              select_range=(0, count-1))
    return e, np.vstack([np.zeros(count), vec]) / np.sqrt(h)


def electron_potential(n):
    inside = cumulative_trapezoid(n, z, initial=0)
    return cumulative_trapezoid(4*np.pi*Ns/ks*(1-inside), z, initial=0)


def self_consistent(strength):
    n = density(z)
    for _ in range(200):
        v_el = electron_potential(n)
        v = v_el + 4*np.pi*Nd/ks*z
        e, vec = levels(v + strength*v_image, mz, 1)
        new = vec[:, 0]**2
        error = trapezoid(abs(new-n), z)
        if error < 1e-8:
            return e[0], new, v, v_el
        n = 0.5*n + 0.5*new
    raise AssertionError('self-consistency not reached')


edge_num, n_num, v_num, v_el_num = self_consistent(0)
edge_num_image = self_consistent(1)[0]
energy_num = edge_num - trapezoid(n_num*v_el_num, z)/2
assert 0 < e_free/energy_num - 1 < 0.08
first_num = trapezoid(n_num*v_image, z)
frozen_num = levels(v_num+v_image, mz, 1)[0][0] - edge_num
up = levels(v_num+lam*v_image, mz, 1)[0][0]
down = levels(v_num-lam*v_image, mz, 1)[0][0]
assert close((up-down)/(2*lam), first_num, 1e-3)
assert close(shift, first_num, 0.2)
assert 0 < frozen_num < first_num
relaxed_num = edge_num_image - edge_num
assert relaxed_num > frozen_num


# Metal gate behind an oxide of finite thickness
def reflection(k, t):
    th = np.tanh(k*t)
    return (ks*th - kox) / (ks*th + kox)


k_test, t_test = 0.7, 1.0
solution = np.linalg.solve(
    [[-1, 1, 1], [ks, kox, -kox],
     [0, np.exp(-k_test*t_test), np.exp(k_test*t_test)]], [1, ks, 0])
assert close(solution[0], reflection(k_test, t_test), 1e-10)


def gate_shift(t):
    def integrand(u):
        return reflection(b*u, t) / (1+2*u)**3
    cut = 5/(b*t)
    total = quad(integrand, 0, cut)[0] + quad(integrand, cut, np.inf)[0]
    return b * total / (2*ks)


assert close(gate_shift(1e7), shift, 1e-4)
with_gate = gate_shift(t_ox)
t_zero = brentq(lambda t: gate_shift(t), 2/ANG, 500/ANG)
assert gate_shift(t_zero/2) < 0 < gate_shift(2*t_zero)

# Bare exchange at the bottom of the band, including layer thickness
x = (np.arange(600)+0.5)*0.05
weight = x**2*np.exp(-x)/2*0.05
kF = np.sqrt(np.pi*Ns)
nodes, q_weights = np.polynomial.legendre.leggauss(12)
exchange = 0.0
for node, wq in zip(nodes, q_weights):
    q = kF*(node+1)/2
    kernel = np.exp(-q/b*abs(x[:, None]-x[None, :]))
    kernel += (ks-kox)/(ks+kox)*np.exp(-q/b*(x[:, None]+x[None, :]))
    exchange -= wq*kF/2 * (weight@kernel@weight)/ks
assert shift < -exchange < 2*kF/(ks+kox)

# Penetration into a finite oxide barrier
n_left = 200
v_wall = np.r_[np.full(n_left, barrier), barrier/2, v_num[1:]]
inverse_mass = np.r_[np.full(n_left+1, 1/m_ox), np.full(len(z), 1/mz)]
diag = (inverse_mass[:-1]+inverse_mass[1:])/(2*h*h) + v_wall
off = -inverse_mass[1:-1]/(2*h*h)
e_wall = eigh_tridiagonal(diag, off, eigvals_only=True, select='i',
                          select_range=(0, 0))[0]
penetration = e_wall - edge_num
offset = m_ox/(mz*np.sqrt(2*m_ox*barrier))
mean_force = 4*np.pi*(Nd+Ns/2)/ks
assert close(penetration, -offset*mean_force, 0.1)

# Other subbands in the frozen low-temperature potential
e_normal = levels(v_num, mz, 25)[0]
e_other = levels(v_num, mt, 25)[0]
all_e = np.r_[e_normal, e_other]
dos = np.r_[np.full(25, 2*mt/np.pi), np.full(25, 4*np.sqrt(mt*mz)/np.pi)]


def other_fraction(T):
    def populations(mu):
        return dos*KB*T*np.logaddexp(0, (mu-all_e)/(KB*T))
    mu = brentq(lambda m: populations(m).sum()-Ns,
                edge_num-0.05, edge_num+0.05)
    return 1 - populations(mu)[0]/Ns


fraction_low, fraction_room = other_fraction(T_low), other_fraction(T_room)
fermi = np.pi*Ns/(2*mt)
assert fraction_low < 1e-3
assert fraction_room > 0.1

near_part = quad(lambda s: density(s)/s, 0, 5/ANG)[0] / inverse_z
oxide_field = 4*np.pi*(Ns+Nd)/kox
exit_point = min(t_ox, barrier/oxide_field)
tunnel = quad(lambda s: 2*np.sqrt(2*m_ox*max(barrier-oxide_field*s, 0)),
              0, exit_point)[0]
shift_high = image_coefficient(ks, k_high)*b/2


def show(label, value, unit='', fmt='.5f'):
    print(f'{label}: {value:{fmt}} {unit}'.rstrip())


print('Inputs (rough typical values)')
show('silicon permittivity', ks, fmt='.1f')
show('oxide permittivity', kox, fmt='.1f')
show('normal mass', mz, 'electron masses', '.2f')
show('in-plane mass', mt, 'electron masses', '.2f')
show('inversion density Ns', Ns_cm, 'cm^-2', '.2e')
show('depletion density Nd', Nd_cm, 'cm^-2', '.2e')
show('oxide thickness', t_ox*ANG, 'angstrom', '.0f')
show('oxide barrier', barrier*EV, 'eV', '.2f')
show('oxide mass', m_ox, 'electron masses', '.2f')
print('Fang-Howard result')
show('effective density N*', N_star/CM2, 'cm^-2', '.4e')
show('b', b/ANG, 'angstrom^-1')
show('mean distance 3/b', 3/b*ANG, 'angstrom', '.2f')
show('mean distance 3/b', 3/b*ANG/10, 'nm', '.3f')
show('mean 1/z', inverse_z/ANG, 'angstrom^-1')
show('image coefficient g0', g0*EV*ANG, 'eV angstrom')
show('first-order image shift', shift*EV, 'eV')
show('first-order image shift', shift*EV*1000, 'meV', '.2f')
show('kinetic energy', kin*EV, 'eV')
show('depletion energy', dep*EV, 'eV')
show('full electron Hartree energy', el*EV, 'eV')
show('edge without image', edge_free*EV, 'eV')
show('relaxed first-order edge factor', relax_factor, fmt='.4f')
show('relaxed first-order edge shift', shift*relax_factor*EV, 'eV')
show('b reoptimized with image', b_image/ANG, 'angstrom^-1')
show('reoptimized energy shift per electron', (e_image-e_free)*EV, 'eV')
show('reoptimized edge shift', (edge_image-edge_free)*EV, 'eV')
print('Numerical Schroedinger-Poisson')
show('edge without image', edge_num*EV, 'eV')
show('trial energy excess', 100*(e_free/energy_num-1), 'percent', '.2f')
show('first-order image shift', first_num*EV, 'eV')
show('full shift, frozen Hartree', frozen_num*EV, 'eV')
show('full shift, relaxed Hartree', relaxed_num*EV, 'eV')
show('next level spacing, same valleys', (e_normal[1]-edge_num)*EV, 'eV')
show('other valleys above ground', (e_other[0]-edge_num)*EV, 'eV')
print('Conditions and neglected effects')
show('test insulator permittivity', k_high, fmt='.1f')
show('its image shift at same b', shift_high*EV, 'eV')
show('image shift with metal gate', with_gate*EV, 'eV')
show('oxide thickness at zero shift', t_zero*ANG, 'angstrom', '.1f')
show('bare exchange at band bottom', exchange*EV, 'eV')
show('oxide penetration shift', penetration*EV, 'eV')
show('image part from first 5 angstrom', 100*near_part, 'percent', '.1f')
show('Fermi energy above edge', fermi*EV, 'eV')
show('other subbands at 4.2 K', 100*fraction_low, 'percent', '.2e')
show('other subbands at 300 K', 100*fraction_room, 'percent', '.0f')
show('oxide field', oxide_field*MVCM, 'MV/cm', '.3f')
show('tunnelling exponent', tunnel, fmt='.0f')
print('no test failed')
```

It prints:

```
Inputs (rough typical values)
silicon permittivity: 11.7
oxide permittivity: 3.9
normal mass: 0.92 electron masses
in-plane mass: 0.19 electron masses
inversion density Ns: 1.00e+12 cm^-2
depletion density Nd: 1.00e+11 cm^-2
oxide thickness: 1000 angstrom
oxide barrier: 3.10 eV
oxide mass: 0.50 electron masses
Fang-Howard result
effective density N*: 4.4375e+11 cm^-2
b: 0.09981 angstrom^-1
mean distance 3/b: 30.06 angstrom
mean distance 3/b: 3.006 nm
mean 1/z: 0.04991 angstrom^-1
image coefficient g0: 0.15384 eV angstrom
first-order image shift: 0.00768 eV
first-order image shift: 7.68 meV
kinetic energy: 0.01031 eV
depletion energy: 0.00465 eV
full electron Hartree energy: 0.03196 eV
edge without image: 0.04692 eV
relaxed first-order edge factor: 1.2582
relaxed first-order edge shift: 0.00966 eV
b reoptimized with image: 0.08884 angstrom^-1
reoptimized energy shift per electron: 0.00724 eV
reoptimized edge shift: 0.00921 eV
Numerical Schroedinger-Poisson
edge without image: 0.04612 eV
trial energy excess: 2.12 percent
first-order image shift: 0.00742 eV
full shift, frozen Hartree: 0.00668 eV
full shift, relaxed Hartree: 0.00893 eV
next level spacing, same valleys: 0.01366 eV
other valleys above ground: 0.01403 eV
Conditions and neglected effects
test insulator permittivity: 22.0
its image shift at same b: -0.00469 eV
image shift with metal gate: 0.00737 eV
oxide thickness at zero shift: 21.5 angstrom
bare exchange at band bottom: -0.02562 eV
oxide penetration shift: -0.00081 eV
image part from first 5 angstrom: 9.0 percent
Fermi energy above edge: 0.00630 eV
other subbands at 4.2 K: 2.23e-08 percent
other subbands at 300 K: 91 percent
oxide field: 0.510 MV/cm
tunnelling exponent: 517
no test failed
```
